# Two-photon tensor ranks and the equal-frequency J=0 to J=1 rule

Before computing a two-photon rate from a level with $J=0$ to a level with $J=1$, one must decide whether the two photons may have the same frequency. If they may, a single laser is enough. If the amplitude then vanishes by symmetry, two different frequencies are needed, and a nonzero sum over intermediate states at equal frequencies signals an error. For a free atom without hyperfine coupling, in the electric-dipole approximation, the amplitude does vanish, for every choice of the two polarizations. The reason lies in how the two-photon operator splits into tensors of rank 0, 1 and 2.

Atomic units are used, with $\hbar=1$, energies in hartree ($E_h$) and photon energies written as $\omega$. The atomic Hamiltonian $H$ is invariant under rotations, so it commutes with the total electronic angular momentum $\mathbf J$. There is no external static field, and hyperfine coupling is neglected. Two light pulses with a common envelope $g(t)$, peak field $F$ and real polarizations $\mathbf e_1,\mathbf e_2$ act through the dipole operator $\mathbf D$:

$$
V(t)=-F g(t)\sum_{j=1,2}\mathbf e_j\cdot\mathbf D\,\cos(\omega_j t+\phi_j).
$$

Absorption comes from the part of each cosine that varies as $\tfrac12e^{-i(\omega_jt+\phi_j)}$. In first order, absorption of photon $j$ gives an intermediate state $n$ the amplitude $c_n$, with

$$
\dot c_n=\frac{i}{2}Fg\,\langle n|\mathbf e_j\cdot\mathbf D|i\rangle\,
e^{i(E_n-E_i-\omega_j)t-i\phi_j}.
$$

If no intermediate level is resonant and $g$ changes little during the time $1/|E_n-E_i-\omega_j|$, only the exponential need be integrated:

$$
c_n\simeq\frac{Fg}{2}\,
\frac{\langle n|\mathbf e_j\cdot\mathbf D|i\rangle}{E_n-E_i-\omega_j}\,
e^{i(E_n-E_i-\omega_j)t-i\phi_j}.
$$

The other photon then carries $n$ to the final state $f$. Its matrix element brings another factor $\tfrac i2Fg$ and the phase $e^{i(E_f-E_n-\omega_k)t-i\phi_k}$. For $\omega_1+\omega_2=E_f-E_i$ the time-dependent exponents cancel. Adding the two orders of absorption gives

$$
\dot c_f=\frac{i}{4}F^2g^2e^{-i(\phi_1+\phi_2)}M,
\qquad |c_f|=\frac{F^2}{4}|M|\int g^2\,dt .
$$

With the resolvent $G(\omega)=(H-E_i-\omega)^{-1}$ and summation over repeated Cartesian indices, the two-photon amplitude is

$$
M=e_{1a}e_{2b}\langle f|T_{ab}|i\rangle,\qquad
T_{ab}=D_aG(\omega_2)D_b+D_bG(\omega_1)D_a .
$$

The operator on the right of each product acts first. In the first term photon 2 is absorbed first, so its frequency stands in the resolvent. For complex polarizations, $\mathbf e_j$ is the vector that multiplies $e^{-i\omega_jt}$, and $M$ has the same form. Each $\mathbf D$ changes parity, so $i$ and $f$ must have the same parity.

The nine components $T_{ab}$ form a trace, an antisymmetric part with three components and a symmetric traceless part with five. These are ranks 0, 1 and 2. To make their behaviour under rotation explicit, define for any vector $\mathbf v$

$$
v_{\pm1}=\mp\frac{v_x\pm iv_y}{\sqrt2},\quad v_0=v_z,\qquad
\mathbf u\cdot\mathbf v=\sum_q(-1)^qu_qv_{-q},
$$

and couple two vectors with Clebsch-Gordan coefficients:

$$
\{u\,v\}^K_Q=\sum_{q_1q_2}\langle1q_1\,1q_2|KQ\rangle u_{q_1}v_{q_2}.
$$

With $T_{q_1q_2}=D_{q_1}G(\omega_2)D_{q_2}+D_{q_2}G(\omega_1)D_{q_1}$, the operator whose matrix element is $M$ reads

$$
\hat M=\sum_{q_1q_2}(-1)^{q_1+q_2}e_{1q_1}e_{2q_2}T_{-q_1,-q_2}.
$$

Orthogonality of the coefficients allows the replacement $e_{1q_1}e_{2q_2}=\sum_{KQ}\langle1q_1\,1q_2|KQ\rangle\{e_1e_2\}^K_Q$. Reversing all projections multiplies a coefficient by $(-1)^{1+1-K}=(-1)^K$. The sum over $q_1,q_2$ therefore yields $(-1)^KT^K_{-Q}$, where $T^K_Q=\sum\langle1q_1\,1q_2|KQ\rangle T_{q_1q_2}$, and

$$
\hat M=\sum_{K=0}^{2}(-1)^K\sum_Q(-1)^Q\{e_1e_2\}^K_Q\,T^K_{-Q}.
$$

For rank 1 the polarization factor is a cross product. The coefficients for $K=1,Q=0$ are $1/\sqrt2$ for $(q_1,q_2)=(1,-1)$, $-1/\sqrt2$ for $(-1,1)$ and zero for $(0,0)$, so

$$
\{e_1e_2\}^1_0=\frac{e_{1,+1}e_{2,-1}-e_{1,-1}e_{2,+1}}{\sqrt2}
=\frac{i}{\sqrt2}(e_{1x}e_{2y}-e_{1y}e_{2x}).
$$

Both sides are components of vectors, so the other components follow by rotation: $\{e_1e_2\}^1_Q=(i/\sqrt2)(\mathbf e_1\times\mathbf e_2)_Q$.

The $T^K_Q$ are true tensor operators because $G$ commutes with $\mathbf J$. For any component $J_\alpha$,

$$
[J_\alpha,D_{q_1}GD_{q_2}]=[J_\alpha,D_{q_1}]GD_{q_2}+D_{q_1}G[J_\alpha,D_{q_2}].
$$

This is the rule by which total angular momentum acts on a product of two spin-1 states. The coefficients that couple such states to spin $K$ thus produce operators obeying

$$
[J_z,T^K_Q]=QT^K_Q,\qquad
[J_\pm,T^K_Q]=\sqrt{K(K+1)-Q(Q\pm1)}\;T^K_{Q\pm1}.
$$

Now let $S^K_Q(\omega)=\sum\langle1q_1\,1q_2|KQ\rangle D_{q_1}G(\omega)D_{q_2}$. The first term of $T_{q_1q_2}$ contributes $S^K_Q(\omega_2)$. In the second, exchange the names $q_1$ and $q_2$. The operators then stand in the same order as in $S^K_Q(\omega_1)$, but the coefficient has become $\langle1q_2\,1q_1|KQ\rangle=(-1)^K\langle1q_1\,1q_2|KQ\rangle$. Hence

$$
T^K_Q=S^K_Q(\omega_2)+(-1)^KS^K_Q(\omega_1).
$$

For ranks 0 and 2 the two orders of absorption add. For rank 1 they subtract, and at $\omega_1=\omega_2$ nothing is left. The size of the remainder at unequal frequencies follows from the resolvent identity

$$
G(\omega_2)-G(\omega_1)
=G(\omega_2)\left[G(\omega_1)^{-1}-G(\omega_2)^{-1}\right]G(\omega_1)
=(\omega_2-\omega_1)G(\omega_2)G(\omega_1),
$$

where the bracket equals $(H-E_i-\omega_1)-(H-E_i-\omega_2)$. Therefore

$$
T^1_Q=(\omega_2-\omega_1)\sum_{q_1q_2}\langle1q_1\,1q_2|1Q\rangle
D_{q_1}G(\omega_2)G(\omega_1)D_{q_2}.
$$

The product of resolvents is finite as long as no intermediate level that contributes is resonant, so the prefactor really produces a zero. At an exact resonance this expression is undefined, and level widths would have to be included.

It remains to see which rank a $J=0\to J=1$ transition uses. Since $\mathbf J|i\rangle=0$, one has $J_\alpha T^K_Q|i\rangle=[J_\alpha,T^K_Q]|i\rangle$. By the commutators above, $T^K_Q|i\rangle$ is either zero or a state with angular momentum $K$ and projection $Q$. Its overlap with a $J=1$ state vanishes unless $K=1$. The ladder operators also make the surviving elements equal, $\langle f_{M_J}|T^1_Q|i\rangle=t\,\delta_{M_JQ}$. Substitution into $\hat M$ gives

$$
M_{M_J}=-(-1)^{M_J}\frac{i}{\sqrt2}(\mathbf e_1\times\mathbf e_2)_{-M_J}\,t,
\qquad
\sum_{M_J}|M_{M_J}|^2=C^2|\mathbf e_1\times\mathbf e_2|^2,\quad C=\frac{|t|}{\sqrt2}.
$$

Because $t$ carries the factor $\omega_2-\omega_1$, the transition is forbidden for equal frequencies. Two separate zeros are visible. Equal frequencies remove $C$, whatever the polarizations. Equal polarizations remove the cross product, whatever the frequencies. To drive the line, the photons must differ in both respects.

A model atom shows the cancellation and what lifts it. Two electrons occupy orbitals $s$, $s'$ and $p$ with energies $0$, $0.15$ and $0.11\,E_h$. The Hamiltonian contains these energies, a spin-orbit term $\zeta\,\mathbf l\cdot\mathbf s$ for $p$ electrons with $\zeta=0.004\,E_h$, and a term $-X\mathbf S^2$ with $X=0.01\,E_h$ that lowers triplets by $2X$. Here $\mathbf S$ is the total spin. Electrostatic mixing of configurations is left out. The dipole elements are $r=\langle s|x|p_x\rangle=2$ and $r'=\langle s'|x|p_x\rangle=3$ in units of $ea_0$. The transition is $s^2\,{}^1S_0\to ss'\,{}^3S_1$, with energy $0.15-0.02=0.13\,E_h$, or $3.537$ eV.

Let $\chi_0$ be the two-electron spin singlet and $\tau_a=2s_a(1)\chi_0$ the three normalized Cartesian triplet functions. Since the total spin of $\chi_0$ is zero, $s_a(2)\chi_0=-\tfrac12\tau_a$. The first photon, polarized along $b$, gives

$$
D_b|s^2\rangle=\sqrt2\,r\,|S_b\rangle,\qquad
|S_b\rangle=\frac{|s\,p_b\rangle+|p_b\,s\rangle}{\sqrt2}\chi_0 .
$$

The final state with $M_J=0$ is a triplet, and $\mathbf D$ does not act on spin, so spin-orbit coupling must supply the change. With $l_a|p_b\rangle=i\epsilon_{abc}|p_c\rangle$ and the spin relations above,

$$
\zeta\sum_{k=1,2}\mathbf l(k)\cdot\mathbf s(k)\,|S_b\rangle
=-\frac{i\zeta}{2}\epsilon_{abc}\frac{|s\,p_c\rangle-|p_c\,s\rangle}{\sqrt2}\tau_a
=w|U_b\rangle,\qquad w=\frac{\zeta}{\sqrt2}.
$$

For fixed $b$, two pairs $(a,c)$ contribute, so the middle expression has norm $(\zeta/2)\sqrt2=w$ and $|U_b\rangle$ is normalized. It is the ${}^3P_1$ state. Its own spin-orbit energy is $-\zeta/2$: between triplets the spin of one electron acts as $\mathbf S/2$, and $\mathbf L\cdot\mathbf S=(2-2-2)/2=-1$ for $L=S=J=1$. Measured from $s^2$, the diagonal energies are

$$
E_S=0.110\,E_h,\qquad E_T=0.110-0.020-0.002=0.088\,E_h .
$$

For each $b$ the $sp$ configuration has just these two $J=1$ states. Inverting the $2\times2$ matrix of $H-E_i-\omega$ gives

$$
\langle U_b|G(\omega)|S_b\rangle=-\frac{w}{\Delta(\omega)},\qquad
\Delta(\omega)=(E_S-\omega)(E_T-\omega)-\frac{\zeta^2}{2}.
$$

The zeros of $\Delta$ are the mixed levels at $0.08764$ and $0.11036\,E_h$. The last step takes $p_c$ to $s'$. For the final state $f_z=(|ss'\rangle-|s's\rangle)\tau_z/\sqrt2$,

$$
\langle f_z|D_c|U_b\rangle=-\frac{i}{\sqrt2}r'\epsilon_{zbc}.
$$

Take $\mathbf e_1$ along $x$ and $\mathbf e_2$ along $y$. If photon 2 comes first, $b=y$, $c=x$ and $\epsilon_{zyx}=-1$. If photon 1 comes first, $\epsilon_{zxy}=+1$. The two contributions are

$$
M_{2\,\text{first}}=-\frac{i\,rr'w}{\Delta(\omega_2)},\qquad
M_{1\,\text{first}}=+\frac{i\,rr'w}{\Delta(\omega_1)} .
$$

At $\omega_1=\omega_2=0.065\,E_h$, $\Delta=0.045\times0.023-0.000008=0.001027\,E_h^2$ and $rr'w=6\times0.0028284=0.016971$. The contributions are $-16.52\,i$ and $+16.52\,i$ in units of $e^2a_0^2/E_h$, and their sum vanishes. Neither path is forbidden by itself. A calculation that kept one order of absorption would report a sizeable false amplitude.

For unequal frequencies, expanding the products gives

$$
\Delta(\omega_1)-\Delta(\omega_2)=-(\omega_1-\omega_2)(E_S+E_T-\omega_1-\omega_2),
$$

so that

$$
C=|M|=rr'\frac{\zeta}{\sqrt2}\left|
\frac{(\omega_1-\omega_2)(E_S+E_T-\omega_1-\omega_2)}
{\Delta(\omega_1)\Delta(\omega_2)}\right|.
$$

For $\omega_1=0.075$ and $\omega_2=0.055\,E_h$, the determinants are $0.000447$ and $0.001807\,E_h^2$, and

$$
C=\frac{0.016971\times0.020\times0.068}{0.000447\times0.001807}
=28.57\;e^2a_0^2/E_h ,
$$

in agreement with the explicit sum over the eigenstates of all 45 two-electron determinants. For small differences, $C\simeq1094\,|\omega_1-\omega_2|$ with the difference in $E_h$, so the rate grows as its square. At a difference of $0.001\,E_h$ the sum gives $1.095$, close to this line. At $0.02\,E_h$ the line would give $21.9$. The actual value is larger because $\omega_1$ has moved towards the lower $sp$ level and $\Delta(\omega_1)\Delta(\omega_2)$ has shrunk. Without spin-orbit coupling $C$ is zero at any frequencies, a separate spin rule of this model.

The numerical check also integrates the time-dependent Schrödinger equation, without using the two-photon operator. The pulses have $g=\sin^2(\pi t/T)$, for which $\int g^2dt=3T/8$, with $T=8000\,\hbar/E_h$ and $F=10^{-4}\,E_h/(ea_0)$. For the frequency difference $0.02\,E_h$ the formula predicts

$$
|c_f|=\frac{10^{-8}}{4}\times28.57\times3000=2.143\times10^{-4}.
$$

The integration gives $2.148\times10^{-4}$, which is $0.2\%$ above the prediction. The excess comes from the variation of the envelope, which the formula neglects. Carrying the integration for $c_n$ to the second derivative of $g$ multiplies the contribution of each intermediate level by $1+\int\dot g^2dt\,/\,[(E_n-E_i-\omega_j)^2\int g^2dt]=1+4\pi^2/[3T^2(E_n-E_i-\omega_j)^2]$. Summed over the two levels and the two orders of absorption, this raises the prediction by $0.24\%$. The integrated excess, $0.22\%$, is slightly smaller because of terms of higher order in the field: this relative shortfall grows as $F^2$, and at $F=2.5\times10^{-5}$ the excess is $0.24\%$. At these frequencies $2\omega_1=0.15\,E_h$, so two photons from pulse 1 also drive $s^2\to ss'\,{}^1S_0$, discussed below. With a single pulse there is one order of absorption, and that state reaches the amplitude $\tfrac14F^2\times(494/2)\times3000=1.85\times10^{-3}$, larger than $|c_f|$ but too small to deplete the initial state noticeably. At equal frequencies, with a relative phase of $0.7$ rad between the pulses, the integration gives $6\times10^{-9}$. This remainder is not a two-photon amplitude. It is of fourth order in the field, falling by a factor of 16 when $F$ is halved, and it depends on the phase, dropping to about $10^{-14}$ at $\pi/2$. Two photons from the same pulse are then resonant with the ${}^3S_1$ level as well, but their polarizations are equal and their cross product is zero.

The rule is specific to rank 1. For $s^2\to ss'\,{}^1S_0$, a $J=0\to J=0$ transition at $0.15\,E_h$, rank 0 acts and the two orders add. With equal photons of $0.075\,E_h$, both polarized along $z$, the amplitude is $494\,e^2a_0^2/E_h$. No spin change is needed, so the diagonal element $\langle S_z|G|S_z\rangle=(E_T-\omega)/\Delta$ takes the place of $-w/\Delta$, and the last step has the element $r'$. The two orders together give $2\sqrt2\,rr'(E_T-\omega)/\Delta=16.971\times0.013/0.000447=494$. With perpendicular linear polarizations it vanishes, since the rank 0 polarization factor is proportional to $\mathbf e_1\cdot\mathbf e_2$.

The rule also depends on the two photons entering in the same way, both absorbed or both emitted. If both are emitted, both frequencies change sign in the resolvents, and the prefactor still vanishes when they are equal. In Raman scattering photon 1 is absorbed and photon 2 is emitted, so its field enters with $e^{+i\omega_2t}$ and the complex conjugate polarization. This replaces $\omega_2$ by $-\omega_2$, and the prefactor becomes $-(\omega_1+\omega_2)$, which has no zero for positive photon energies. Absorbing $0.16\,E_h$ and emitting $0.03\,E_h$ on the same transition gives $3.70\,e^2a_0^2/E_h$ for perpendicular linear polarizations.

A static magnetic field breaks the rule in a different way. Let it point along $z$ and add $b(L_z+2S_z)$ to $H$, where $b=\mu_BB$. At equal frequencies $T_{ab}=D_aGD_b+D_bGD_a$ is still symmetric, so its antisymmetric part remains zero. But $G$ no longer commutes with $J_x$ and $J_y$, and the symmetric part is no longer made of pure rank 0 and rank 2 tensors. To first order in $b$,

$$
G\to G-b\,G(L_z+2S_z)G .
$$

The inserted vector operator can combine with the symmetric part to connect $J=0$ with $J=1$. In general the field also mixes the initial and final levels with levels of other $J$ at the same order. In the model, $L_z+2S_z$ gives zero on $s^2$ and on the $M_J=0$ final state, so both remain eigenstates with unchanged energies and the change of $G$ is the whole effect. In the model, with both photons polarized along $z$ and $M_J=0$, the amplitude is $0.00233\,e^2a_0^2/E_h$ at $b=10^{-5}\,E_h$, a field of $4.70$ T, and it doubles when the field doubles. Hyperfine coupling removes the same premise, since then only the total angular momentum including the nucleus is conserved. If a magnetic-dipole or higher multipole interaction replaces only one of the two $\mathbf D$ operators, the exchange argument given here does not cover the amplitude. Two magnetic-dipole photons replace both by the same vector operator, the magnetic moment, and the argument then applies unchanged.

## Numbers as computed

```
orbital energies s, s', p: 0.0, 0.15, 0.11 Eh
zeta = 0.004 Eh, X = 0.01 Eh
dipole <s|x|px> = 2.0, <s'|x|px> = 3.0 e a0
number of determinants: 45
E_f - E_i = 0.1300 Eh = 3.537 eV
half of it = 0.0650 Eh
E_S = 0.1100 Eh, E_T = 0.0880 Eh
sp J=1 levels above s^2: 0.087642, 0.110358 Eh
strengths of ranks 0,1,2 at w1-w2 = 0.02 Eh (e^2 a0^2/Eh):
  0.0000, 69.9915, 0.0000
equal frequencies, e1=x, e2=y, M_J=0 (e^2 a0^2/Eh):
  photon 2 first: -16.52440 i
  photon 1 first: +16.52440 i
  |sum| = 5.5e-14
largest |M|, general polarizations: 1.8e-13 e^2 a0^2/Eh
w1-w2, w1, w2 (Eh); |M| from sum, from formula (e^2 a0^2/Eh):
  0.000 0.0650 0.0650  0.00000 0.00000
  0.001 0.0655 0.0645  1.09479 1.09479
  0.005 0.0675 0.0625  5.55498 5.55498
  0.010 0.0700 0.0600  11.64356 11.64356
  0.020 0.0750 0.0550  28.57390 28.57390
limit of |M|/|w1-w2|: 1094.12 e^2 a0^2/Eh^2
same, from sum at w1-w2 = 1e-05 Eh: 1094.12
equal polarizations, w1-w2 = 0.02 Eh: 3.5e-13 e^2 a0^2/Eh
no spin-orbit, w1-w2 = 0.02 Eh: 0.0e+00 e^2 a0^2/Eh
Raman: in 0.160 Eh, out 0.030 Eh, |M| = 3.6968 e^2 a0^2/Eh
J=0->0, w1=w2=0.0750 Eh, e1=e2=z: 493.551 e^2 a0^2/Eh
J=0->0, same frequencies, e1=x, e2=y: 3.0e-14 e^2 a0^2/Eh
Zeeman energy mu_B B = 1e-05 Eh, B = 4.70 T
|M| at w1=w2, e1=e2=z, M_J=0, for B = 0, B, 2B (e^2 a0^2/Eh):
  0.000000, 0.002331, 0.004663
pulses: F = 0.0001 Eh/(e a0), T = 8000 hbar/Eh
relative phase of the pulses: 0.7 rad
|c_f|, w1-w2 = 0.02 Eh, integrated: 2.1478e-04
|c_f|, w1-w2 = 0.02 Eh, predicted:  2.1430e-04
|c_f|, w1 = w2, integrated: 6.0e-09
```
